# Surface Truncation of a Gaussian Implant with Equal Range and Straggle: a numerical check

```python
# Result under test: a Gaussian implant profile with projected range R equal
# to its straggle s, cut off at the surface x = 0, keeps the fraction Phi(1)
# = 0.841 of its dose, and the mean depth of what is kept is
# R + s*phi(1)/Phi(1) = R + 0.288 s.
# phi, Phi: standard normal density and cumulative integral.
# R and s describe the parent Gaussian on the whole line, before the cut.
# Example: boron in silicon at roughly 500 eV; lengths in nm, doses in cm^-2.
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal


def phi(u):
    return math.exp(-u * u / 2) / math.sqrt(2 * math.pi)


def Phi(u):
    return 0.5 * math.erfc(-u / math.sqrt(2))


def parent(x, R, s):
    """Parent Gaussian per unit dose, in 1/length."""
    return math.exp(-((x - R) / s) ** 2 / 2) / (s * math.sqrt(2 * math.pi))


def integrate(f, a, b):
    return quad(f, a, b, epsabs=1e-12, epsrel=1e-11, limit=200)[0]


def show(label, value, unit="", fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


# Moments from the definition against the closed forms, at several ratios R/s
s_test = 1.7
for ratio in (-0.5, 0.3, 1.0, 2.5):
    R_test = ratio * s_test
    top = R_test + 12 * s_test
    kept = integrate(lambda x: parent(x, R_test, s_test), 0, top)
    mean = integrate(lambda x: x * parent(x, R_test, s_test), 0, top) / kept
    var = integrate(lambda x: (x - mean) ** 2 * parent(x, R_test, s_test),
                    0, top) / kept
    lam = phi(ratio) / Phi(ratio)
    assert abs(kept - Phi(ratio)) < 1e-9
    assert abs(mean - (R_test + s_test * lam)) < 1e-8
    assert abs(var - s_test**2 * (1 - ratio * lam - lam**2)) < 1e-8
    first = integrate(lambda x: (x - R_test) * parent(x, R_test, s_test),
                      0, top)
    assert abs(first - s_test**2 * parent(0, R_test, s_test)) < 1e-9

# Alternating series for Phi(1), with its error bound
terms = [(-1) ** k / (2**k * math.factorial(k) * (2 * k + 1))
         for k in range(6)]
series_sum = sum(terms[:5])
series_value = 0.5 + series_sum / math.sqrt(2 * math.pi)
series_bound = abs(terms[5]) / math.sqrt(2 * math.pi)

# Worked example: chosen parent parameters and dose
energy_eV = 500.0
dose = 1e15
s = 2.4
R = s
nm_to_cm = 1e-7
top = R + 12 * s
fraction = integrate(lambda x: parent(x, R, s), 0, top)
mean_kept = integrate(lambda x: x * parent(x, R, s), 0, top) / fraction
var_kept = integrate(lambda x: (x - mean_kept) ** 2 * parent(x, R, s),
                     0, top) / fraction
spread_kept = math.sqrt(var_kept)
shift = mean_kept - R
assert abs(series_value - fraction) < series_bound
assert abs(fraction - 0.841) < 0.0005
assert abs(shift / s - 0.288) < 0.0005

# The removed part and the balance of first moments about R
removed = integrate(lambda x: parent(x, R, s), R - 12 * s, 0)
mean_removed = integrate(lambda x: x * parent(x, R, s),
                         R - 12 * s, 0) / removed
assert abs(mean_removed - (R - s * phi(1) / Phi(-1))) < 1e-8
assert abs(fraction * shift - removed * (R - mean_removed)) < 1e-8

surface_conc = dose * parent(0, R, s) / nm_to_cm
peak_conc = dose * parent(R, R, s) / nm_to_cm

# Neglected effects; the inputs here are rough typical values
reflected = 0.10
dose_change = (1 - reflected) / fraction - 1

tail_share, tail_decay = 0.10, 5.0
tail_mean = integrate(lambda x: x * math.exp(-(x - R) / tail_decay)
                      / tail_decay, R, R + 40 * tail_decay)
assert abs(tail_mean - (R + tail_decay)) < 1e-6
tail_shift = tail_share * (tail_mean - mean_kept)

oxide = 1.0
oxide_share = integrate(lambda x: parent(x, R, s), 0, oxide) / fraction

# Anneal with constant diffusivity and a surface that lets no boron out
D0, barrier_eV, temperature, duration = 0.8, 3.5, 1300.0, 1.0
kT_eV = constants.k * temperature / constants.e
diffusivity = D0 * math.exp(-barrier_eV / kT_eV)
diff_spread = math.sqrt(2 * diffusivity * duration) / nm_to_cm


def folded_mean(x):
    """Mean depth from a plane source at x plus its image at -x."""
    q = x / (diff_spread * math.sqrt(2))
    return (x * math.erf(q)
            + diff_spread * math.sqrt(2 / math.pi) * math.exp(-q * q))


mean_annealed = integrate(lambda x: folded_mean(x) * parent(x, R, s),
                          0, top) / fraction
cells, depth = 1000, 40.0
dx = depth / cells
centres = (np.arange(cells) + 0.5) * dx
start = np.exp(-((centres - R) / s) ** 2 / 2)
start /= start.sum()
diagonal = -2.0 * np.ones(cells)
diagonal[0] = diagonal[-1] = -1.0
rates, modes = eigh_tridiagonal(diagonal, np.ones(cells - 1))
growth = np.exp(rates * diff_spread**2 / (2 * dx**2))
final = modes @ (growth * (modes.T @ start))
grid_mean = float(centres @ final)
assert abs(final.sum() - 1) < 1e-9
# The grid has a second-order spacing error, well below this tolerance
assert abs(grid_mean - mean_annealed) < 2e-3

lattice_cm = constants.value("lattice parameter of silicon") * 100
si_density = 8 / lattice_cm**3
sputter_yield = 0.2
recession = sputter_yield * dose / si_density / nm_to_cm
swelling = fraction * dose / si_density / nm_to_cm
solubility = 1e20

print("General result for R = s")
show("normal density phi(1)", phi(1), fmt=".6f")
show("five-term series sum", series_sum, fmt=".6f")
show("Phi(1) from series", series_value, fmt=".6f")
show("series error bound", series_bound, fmt=".1e")
show("retained fraction by quadrature", fraction, fmt=".6f")
show("removed fraction", removed, fmt=".6f")
show("mean shift / s", shift / s, fmt=".6f")
show("retained mean / s", mean_kept / s, fmt=".6f")
show("removed part mean / s", mean_removed / s, fmt=".6f")
show("retained variance / s^2", var_kept / s**2, fmt=".6f")
show("retained spread / s", spread_kept / s, fmt=".6f")
show("retained mean / retained spread", mean_kept / spread_kept)
print("Example: boron in silicon, rough regime")
show("ion energy", energy_eV, "eV", ".0f")
show("parent range R = straggle s", s, "nm", ".2f")
show("parent dose", dose, "cm^-2", ".2e")
show("retained dose", fraction * dose, "cm^-2", ".4e")
show("removed dose", removed * dose, "cm^-2", ".4e")
show("surface concentration", surface_conc, "cm^-3", ".3e")
show("peak concentration", peak_conc, "cm^-3", ".3e")
show("retained mean depth", mean_kept, "nm")
show("mean shift", shift, "nm")
show("mean shift converted", 10 * shift, "angstrom", ".3f")
show("retained spread", spread_kept, "nm")
print("Neglected effects, rough inputs")
show("assumed reflected fraction", reflected, fmt=".2f")
show("retained dose change", 100 * dose_change, "percent", ".1f")
show("tail share of retained ions", tail_share, fmt=".2f")
show("tail decay length", tail_decay, "nm", ".1f")
show("extra mean shift from tail", tail_shift, "nm", ".3f")
show("native oxide thickness", oxide, "nm", ".1f")
show("retained ions in oxide", 100 * oxide_share, "percent", ".1f")
show("diffusivity prefactor", D0, "cm^2/s", ".1f")
show("diffusion activation energy", barrier_eV, "eV", ".1f")
show("anneal temperature", temperature, "K", ".0f")
show("anneal time", duration, "s", ".1f")
show("thermal energy kT", kT_eV, "eV")
show("boron diffusivity", diffusivity, "cm^2/s", ".2e")
show("diffusion spread sqrt(2Dt)", diff_spread, "nm", ".2f")
show("mean after anneal, image source", mean_annealed, "nm", ".3f")
show("mean after anneal, grid", grid_mean, "nm", ".3f")
show("mean change in anneal", mean_annealed - mean_kept, "nm", ".3f")
show("silicon atomic density", si_density, "cm^-3", ".3e")
show("assumed sputter yield", sputter_yield, "atoms/ion", ".1f")
show("surface recession", recession, "nm", ".3f")
show("swelling at silicon atomic volume", swelling, "nm", ".3f")
show("peak / silicon density", 100 * peak_conc / si_density,
     "percent", ".1f")
show("assumed boron solubility", solubility, "cm^-3", ".1e")
show("peak / solubility", peak_conc / solubility, fmt=".1f")
print("every check passed")
```

Output:

```
General result for R = s
normal density phi(1): 0.241971
five-term series sum: 0.855646
Phi(1) from series: 0.841354
series error bound: 9.4e-06
retained fraction by quadrature: 0.841345
removed fraction: 0.158655
mean shift / s: 0.287600
retained mean / s: 1.287600
removed part mean / s: -0.525135
retained variance / s^2: 0.629686
retained spread / s: 0.793528
retained mean / retained spread: 1.6226
Example: boron in silicon, rough regime
ion energy: 500 eV
parent range R = straggle s: 2.40 nm
parent dose: 1.00e+15 cm^-2
retained dose: 8.4134e+14 cm^-2
removed dose: 1.5866e+14 cm^-2
surface concentration: 1.008e+21 cm^-3
peak concentration: 1.662e+21 cm^-3
retained mean depth: 3.0902 nm
mean shift: 0.6902 nm
mean shift converted: 6.902 angstrom
retained spread: 1.9045 nm
Neglected effects, rough inputs
assumed reflected fraction: 0.10
retained dose change: 7.0 percent
tail share of retained ions: 0.10
tail decay length: 5.0 nm
extra mean shift from tail: 0.431 nm
native oxide thickness: 1.0 nm
retained ions in oxide: 14.4 percent
diffusivity prefactor: 0.8 cm^2/s
diffusion activation energy: 3.5 eV
anneal temperature: 1300 K
anneal time: 1.0 s
thermal energy kT: 0.1120 eV
boron diffusivity: 2.16e-14 cm^2/s
diffusion spread sqrt(2Dt): 2.08 nm
mean after anneal, image source: 3.435 nm
mean after anneal, grid: 3.435 nm
mean change in anneal: 0.345 nm
silicon atomic density: 4.994e+22 cm^-3
assumed sputter yield: 0.2 atoms/ion
surface recession: 0.040 nm
swelling at silicon atomic volume: 0.168 nm
peak / silicon density: 3.3 percent
assumed boron solubility: 1.0e+20 cm^-3
peak / solubility: 16.6
every check passed
```
